# Why a monatomic chain has no three-phonon decay

## Result and its scope

Consider a ring of $N$ equal masses with nearest-neighbour bonds. Its single phonon branch is a sine arch, and on this branch no three-phonon process conserves both energy and crystal momentum, umklapp included. The cubic term of the bond energy therefore gives no decay in first order. On an infinite chain at finite temperature, infinitely soft phonons still leave a cubic contribution to the golden-rule line width, treated below, but it transfers neither energy nor crystal momentum.

On a long chain, with wavevectors treated as continuous, the first energy-conserving processes that change the phonon occupations involve four phonons, two in and two out. They are scattering events, not decays of a lone phonon, since one phonon cannot split into any larger number. Their strength is set by

$$\Gamma=g_4-\frac{g_3^2}{K},\tag{1}$$

where $K$, $g_3$ and $g_4$ are the second, third and fourth derivatives of the bond energy at rest. The cubic constant, used twice, counts as much as the quartic one used once. The four-phonon amplitude thus contains more than the quartic term alone, and it is the leading order for changes of occupation provided $\Gamma\neq0$ and resonant final states exist, which on a finite ring is not guaranteed. Throughout, anharmonicity is weak and energies are conserved with harmonic frequencies.

## The chain and its phonons

Let $u_n$ be the displacement of atom $n$, $a$ the spacing, $M$ the mass and $r_n=u_{n+1}-u_n$ the stretch of a bond. The bond energy is

$$V(r)=\tfrac12Kr^2+\tfrac16g_3r^3+\tfrac1{24}g_4r^4 .\tag{2}$$

The harmonic equation of motion is $M\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n)$. A wave $e^{i(kna-\omega t)}$ gives $M\omega^2=2K(1-\cos ka)=4K\sin^2(ka/2)$. We choose $0<k<2\pi/a$ and set $x=ka/2$, so that

$$\omega=\omega_m\sin x,\qquad 0<x<\pi,\qquad \omega_m=2\sqrt{K/M}.\tag{3}$$

A reciprocal lattice vector shifts $x$ by $\pi$. For any real $x$ the frequency is $\omega_m|\sin x|$. The mode $k=0$ is a uniform translation; it stretches no bond and is not a phonon.

With phonon operators $b_k$,

$$u_n=\sum_k\sqrt{\frac{\hbar}{2MN\omega_k}}\left(b_ke^{ikna}+b_k^\dagger e^{-ikna}\right).$$

In $r_n$ each $b_k$ acquires the factor $e^{ika}-1=2i\sin x\,e^{ix}$. Hence

$$r_n=\sum_k\left(R_kb_ke^{ikna}+\text{h.c.}\right),\qquad |R_k|=\sqrt{\frac{\hbar\omega_k}{2NK}},\tag{4}$$

where $2\sin x=\omega_k\sqrt{M/K}$ was used. In a product of several $r_n$, the sum over $n$ gives $N$ if crystal momentum is conserved up to a reciprocal vector, and zero otherwise. A cubic matrix element contains three factors $R_k$, so its square is proportional to $\omega_1\omega_2\omega_3$.

## Three phonons cannot conserve energy

Let the two phonons on one side of the process have parameters $x$ and $y$. The third has $x+y$, up to a multiple of $\pi$. Splitting and merging both require that the mismatch

$$\Delta=\sin x+\sin y-|\sin(x+y)|\tag{5}$$

be zero, in units of $\omega_m$. Creating three phonons from none is excluded because their energies are positive.

Write $\sin x+\sin y=2\sin\frac{x+y}2\cos\frac{x-y}2$ and $\sin(x+y)=2\sin\frac{x+y}2\cos\frac{x+y}2$. If $x+y\le\pi$, the modulus in (5) can be dropped. Since $\cos\frac{x-y}2-\cos\frac{x+y}2=2\sin\frac x2\sin\frac y2$,

$$\Delta=4\sin\frac x2\sin\frac y2\sin\frac{x+y}2>0 .\tag{6}$$

If $x+y>\pi$, then $|\sin(x+y)|=-\sin(x+y)$. Since $\cos\frac{x-y}2+\cos\frac{x+y}2=2\cos\frac x2\cos\frac y2$,

$$\Delta=4\cos\frac x2\cos\frac y2\sin\frac{x+y}2>0 .\tag{7}$$

All half angles lie strictly between $0$ and $\pi/2$, and $(x+y)/2$ lies between $0$ and $\pi$, so every factor is positive. This proves the three-phonon statement.

Two triples show the size of the mismatch. For $k_1=0.6$ and $k_2=0.4$, in units of $\pi/a$, the third phonon sits at the zone boundary, and $\Delta=0.8090+0.5878-1.0000=0.3968$. For $k_1=0.8$ and $k_2=0.6$ the sum $1.4$ folds to $-0.6$, and $\Delta=0.9511+0.8090-0.8090=0.9511$.

The mismatch is small for long waves. For two phonons in the same lowest mode, $x=y=\pi/N$, equation (6) gives $\Delta\approx\pi^3/N^3$. A search over all pairs at $N=400$ finds a smallest value of $4.8\times10^{-7}$, in agreement. If anharmonic broadening reaches the mismatch, energy conservation with sharp harmonic levels ceases to be a reliable criterion.

The theorem depends on the shape of the branch and does not follow from one dimension alone. Add second-neighbour springs $K_2$, so that $M\omega^2=4K\sin^2x+4K_2\sin^22x$. For small $x$ this is

$$M\omega^2\approx4x^2\left[(K+4K_2)-\tfrac13x^2(K+16K_2)\right].$$

With $K_2=-0.1K$ the first bracket is $0.6K$ and the second $-0.6K$. The branch then bends upward, and a phonon can have more energy than two slower ones of the same total momentum. The computed mismatch reaches $-0.012\,\omega_m$ at its lowest and is positive for other pairs. By continuity it vanishes in between, and three-phonon decay is allowed.

## A lone phonon is stable against any splitting

For any real angles,

$$|\sin(x+y)|=|\sin x\cos y+\cos x\sin y|\le|\sin x|+|\sin y| .\tag{8}$$

Apply (8) repeatedly to split off $x_n,x_{n-1},\dots,x_3$, and use the strict inequality $\Delta>0$ for the last pair:

$$|\sin(x_1+\dots+x_n)|\le|\sin(x_1+x_2)|+\sum_{j=3}^n\sin x_j<\sum_{j=1}^n\sin x_j .\tag{9}$$

One phonon has less energy than any $n\ge2$ phonons with the same crystal momentum. Processes $1\to n$ and $n\to1$ are both excluded. Among four-phonon processes this leaves two in, two out.

## The soft limit of an infinite chain

On a finite ring every $\Delta$ is nonzero. On an infinite chain $\Delta$ can approach zero as one phonon becomes infinitely soft, and this end needs care because soft modes are highly occupied at finite temperature.

For a phonon $x$ splitting into $y$ and a partner $z$, with $\sin z=|\sin(x-y)|$, replace the energy delta function by a Lorentzian of width $\eta$. Apart from constant factors, the golden-rule integral is

$$J=\int_0^\pi dy\,\sin x\sin y\sin z\,(1+n_y+n_z)\,\frac{\eta/\pi}{\Delta_y^2+\eta^2},\tag{10}$$

with $\Delta_y=\sin y+\sin z-\sin x$, $n_y=1/(e^{\sin y/\tau}-1)$ and $\tau=k_BT/\hbar\omega_m$. The first three sines are the squared vertex.

Let the soft phonon have energy $\varepsilon\to0$. If it moves to the right, $\Delta_y\approx\varepsilon+\sin(x-\varepsilon)-\sin x\approx(1-\cos x)\varepsilon$. If it moves to the left, $\Delta_y\approx\varepsilon+\sin(x+\varepsilon)-\sin x\approx(1+\cos x)\varepsilon$. Each case occurs twice in (10), since either $y$ or $z$ may be the soft phonon.

At $T>0$ the soft occupation is $\tau/\varepsilon$, so the weight tends to $\sin^2x\cdot\varepsilon\cdot\tau/\varepsilon=\tau\sin^2x$. A Lorentzian in $C\varepsilon$ integrated over $\varepsilon>0$ gives $1/(2C)$. The four ends add up to

$$J\to\tau\sin^2x\left[\frac1{1-\cos x}+\frac1{1+\cos x}\right]=2\tau .\tag{11}$$

This does not vanish. At $T=0$, however, the weight is $\varepsilon\sin^2x$ and $J\to0$. At $T>0$, weighting the integrand with the energy $\varepsilon$ handed over also gives zero. For $k=0.6\,\pi/a$, $\tau=0.5$ and $\eta=10^{-6}$, the three integrals are $1.0000$ at finite temperature, $3\times10^{-5}$ at $T=0$, and $2\times10^{-5}$ with the energy weight.

In merging, only the absorbed phonon can be soft. The mismatch is $\sin x+\varepsilon-\sin(x\pm\varepsilon)\approx(1\mp\cos x)\varepsilon$ and the occupation factor again tends to $\tau/\varepsilon$, so the powers of $\varepsilon$ are the same. What survives is a contribution of order $g_3^2$ to the golden-rule width of the one-phonon line, coming entirely from $\varepsilon\to0$. The wavevector of the soft phonon is proportional to $\varepsilon$, so in the limit this contribution transfers neither energy nor crystal momentum.

## Which two-phonon collisions are allowed

Let phonons 1 and 2 turn into 3 and 4. Define $S=x_1+x_2$, $D=x_1-x_2$, and $S'$, $D'$ likewise for the final pair. Momentum conservation reads $S'=S+m\pi$. Both sums lie between $0$ and $2\pi$, so $m$ is $0$ or $\pm1$. Energy conservation reads

$$\sin\frac S2\cos\frac D2=\sin\frac{S'}2\cos\frac{D'}2 .\tag{12}$$

For $m=0$ this gives $\cos(D'/2)=\cos(D/2)$. As $|D|$ and $|D'|$ are below $\pi$, $D'=\pm D$. The final phonons are the initial ones, and no occupation changes.

The other solutions have $S'=S-\pi$ if $S>\pi$, or $S'=S+\pi$ if $S<\pi$. In both cases $\sin(S'/2)=|\cos(S/2)|$, and (12) becomes

$$\cos\frac{D'}2=\left|\tan\frac S2\right|\cos\frac D2 .\tag{13}$$

A solution requires the right side to be at most 1. The final parameters then lie in the permitted interval. To see this, use $\sin\alpha\sin\beta=\cos^2\frac{\alpha-\beta}2-\cos^2\frac{\alpha+\beta}2$ together with $\cos^2(S'/2)=\sin^2(S/2)$:

$$\sin x_3\sin x_4=\tan^2\frac S2\left[\cos^2\frac D2-\cos^2\frac S2\right]=\tan^2\frac S2\,\sin x_1\sin x_2>0 .\tag{14}$$

The two final sines have equal sign. Both could be negative only if one angle exceeded $\pi$ and the other were below zero, which would need $|D'|>\pi$. So both are positive.

The angles are treated here as continuous, as for $N\to\infty$. On a finite ring the final wavevectors must also be multiples of $2\pi/Na$, which (13) does not guarantee. For even $N$, a pair with $x_1+x_2=\pi/2$ can go to $\pi-x_1$ and $\pi-x_2$, that is $(k_1,k_2)\to(-k_1,-k_2)$, and back: the energies are equal and $S'=S+\pi$. The four-atom ring below is such a case. The shift by $\pi$ refers to the zone $0<k<2\pi/a$. In the centred zone such a collision may be normal or umklapp. Take first $k_1=0.2$ and $k_2=0.3$ in units of $\pi/a$, that is $x_1=0.10\pi$ and $x_2=0.15\pi$. Equation (13) gives $\cos(D'/2)=\tan(\pi/8)\cos(\pi/40)=0.4129$, and the final wavevectors are $-0.021$ and $0.521$. Their sum is $0.500$, as before, so the collision is normal. The energies balance:

$$0.3090+0.4540=0.7630=0.0330+0.7300\quad(\hbar\omega_m).$$

Take next $k_1=-0.3$ and $k_2=-0.6$. Now $\cos(D'/2)=0.8305$, and the final wavevectors are $0.926$ and $0.174$. The sum changes from $-0.9$ to $1.1$, by one reciprocal vector. The energies are $0.4540+0.8090=1.2630$ before and $0.9933+0.2697=1.2630$ after.

## The four-phonon amplitude

For four distinct modes, the quartic term contributes $\frac{g_4}{24}\cdot24\,N R_1R_2R_3^*R_4^*$ in first order, the factor 24 counting the assignments of operators. At equal order in the anharmonicity, the cubic term acts twice through a virtual phonon $c$. This can happen in three channels, with momentum and frequency transfers

$$(k_1+k_2,\ \omega_1+\omega_2),\quad(k_1-k_3,\ \omega_1-\omega_3),\quad(k_1-k_4,\ \omega_1-\omega_4).$$

Call the transfer in one channel $(k_c,w_c)$ and the true phonon frequency at $k_c$ $\Omega_c$. Each cubic vertex gives $\frac{g_3}6\cdot6N=g_3N$ times its three bond factors. The two time orders have energy denominators $\hbar(w_c-\Omega_c)$ and $-\hbar(w_c+\Omega_c)$, and the virtual phonon supplies $|R_c|^2=\hbar\Omega_c/2NK$. Together they give

$$\frac{\hbar\Omega_c}{2NK}\,\frac1\hbar\left[\frac1{w_c-\Omega_c}-\frac1{w_c+\Omega_c}\right]=\frac1{NK}\,\frac{\Omega_c^2}{w_c^2-\Omega_c^2}.\tag{15}$$

If mode $c$ is already occupied by $n_c$ phonons, emission gains a term $n_c$. The order in which $c$ is first absorbed and later restored has the opposite denominator and cancels it. The sum (15) therefore holds at finite temperature too.

The complete matrix element is

$$T=N R_1R_2R_3^*R_4^*\,\Gamma,\qquad \Gamma=g_4+\frac{g_3^2}K\sum_cQ_c,\qquad Q_c=\frac{\Omega_c^2}{w_c^2-\Omega_c^2}.\tag{16}$$

A zero denominator would be an energy-conserving three-phonon process, which (6) and (7) exclude. The virtual phonon is off resonance, though not by a fixed margin: as the partner phonon 2 becomes soft, the detuning tends to zero and two of the $Q_c$ grow without bound, while the sum of all three, found below, stays finite. The case $k_c=0$ does not arise on the shifted family: it would need $S=\pi$, for which (13) has no solution, or $x_1$ equal to a final parameter, which would put the other two a full $\pi$ apart.

## Summing the three channels

Measure frequencies in $\omega_m$. For the first channel,

$$Q_1=\frac{\sin^2S}{(\sin x_1+\sin x_2)^2-\sin^2S}=\frac{\cos^2(S/2)}{\cos^2(D/2)-\cos^2(S/2)}=\frac{\cos^2(S/2)}{\sin x_1\sin x_2},\tag{17}$$

after cancelling $4\sin^2(S/2)$. For the second, $\sin x_1-\sin x_3=2\cos\frac{x_1+x_3}2\sin\frac{x_1-x_3}2$, and cancelling $4\sin^2\frac{x_1-x_3}2$ gives

$$Q_2=\frac{\cos^2\frac{x_1-x_3}2}{\cos^2\frac{x_1+x_3}2-\cos^2\frac{x_1-x_3}2}=-\frac{\cos^2\frac{x_1-x_3}2}{\sin x_1\sin x_3}.\tag{18}$$

$Q_3$ follows by replacing 3 with 4.

Take $S>\pi$ and define $s=\sin(S/2)$, $c=-\cos(S/2)>0$ and $\kappa=\cos(D/2)/c$. Then (13) gives $\cos(D'/2)=s\kappa$, while $\sin(S'/2)=c$ and $\cos(S'/2)=s$. The products of sines are

$$\sin x_1\sin x_2=c^2(\kappa^2-1),\qquad \sin x_3\sin x_4=s^2(\kappa^2-1),\tag{19}$$

so $Q_1=1/(\kappa^2-1)$. Put $Q_2+Q_3$ over the denominator $\sin x_1\sin x_3\sin x_4$. With $\cos^2\frac{x_1-x_3}2=\frac12(1+\cos x_1\cos x_3+\sin x_1\sin x_3)$, minus the numerator is

$$\tfrac12\left[\sin x_3+\sin x_4+\cos x_1\sin(x_3+x_4)\right]+\sin x_1\sin x_3\sin x_4 .$$

Here $\sin x_3+\sin x_4=2cs\kappa$ and $\sin(x_3+x_4)=2cs$. Using (19),

$$Q_2+Q_3=-1-\frac{c(\kappa+\cos x_1)}{s\sin x_1(\kappa^2-1)} .\tag{20}$$

Since $D/2=x_1-S/2$, we have $c\kappa=\cos(x_1-S/2)=-c\cos x_1+s\sin x_1$. Thus $c(\kappa+\cos x_1)=s\sin x_1$, the fraction in (20) equals $1/(\kappa^2-1)$, and

$$Q_1+Q_2+Q_3=-1 .\tag{21}$$

For $S<\pi$, replace every $x_j$ by $\pi-x_j$. All frequencies and all $Q_c$ stay the same, and $S$ becomes $2\pi-S>\pi$, so (21) holds again. Inserted in (16), it gives (1). With (4), the amplitude for four distinct modes is

$$|T|=\frac{\hbar^2|\Gamma|}{4NK^2}\sqrt{\omega_1\omega_2\omega_3\omega_4}.\tag{22}$$

## What the coupling means

The golden-rule scattering rate is proportional to $\Gamma^2$. The loss of phonon 1 also carries the occupation $n_2$ of its partner, so it vanishes at $T=0$.

A chain with $g_4=0$ still scatters, with $\Gamma=-g_3^2/K$. Conversely, the Toda bond energy $V=(K/b^2)(e^{br}-1-br)$ has $g_3=Kb$ and $g_4=Kb^2$, hence $\Gamma=0$. All collisions that would change its occupations then vanish at this order, although energy and momentum permit them.

A ring of four atoms checks this without using (15) to (21). In units $\hbar=K=M=a=1$, the modes $k=\pm\pi/2$ have $\omega=\sqrt2$. Two phonons at $-\pi/2$ and two at $+\pi/2$ have equal energy and equivalent total momentum. For two equal phonons going to two equal phonons, the 24 assignments become 6 and the two factors $\sqrt2$ from double occupation give 2, so the quartic term is halved. The cubic terms are halved too. In the first channel each vertex has 3 assignments instead of 6 and one factor $\sqrt2$, so the product carries $(\sqrt2/2)^2=\frac12$. The second and third channels have $w_c=0$ and, for distinct modes, give four terms with denominator $-\hbar\Omega_c$. Here they collapse into one path, through the state with one phonon in each of the modes $-\pi/2$, $+\pi/2$ and $\pi$, weighted $\sqrt2\cdot\sqrt2=2$. Hence (22) is halved: $|T|=\frac12\cdot2|\Gamma|/16=|\Gamma|/16$. With $x=3\pi/4$ initially and $x=\pi/4$ finally, the phases in (4) give $e^{2i(3\pi/4-\pi/4)}=-1$, so $T=-\Gamma/16$. The sum and difference of the two states are then separated by

$$E_{\rm sum}-E_{\rm diff}=2T=-\Gamma/8 .\tag{23}$$

Numerical diagonalization with $\lambda=0.02$ gives this separation divided by $\lambda^2$. For $g_3=0$, $g_4=\lambda^2$ it is $-0.1250$, and for $g_3=\lambda$, $g_4=0$ it is $+0.1250$. With both constants present, the Toda ratio, it is $-0.00004$. Equation (23) predicts $-0.125$, $+0.125$ and $0$; it omits higher orders in $\lambda$.

## Values computed for the example and the checks

```
Units: hbar = K = M = a = 1; omega_m = 2
ring for three-phonon search: N = 400
smallest 1->2 mismatch = 4.845e-07 omega_m
second-neighbour control K2 = -0.1 K
control: lowest mismatch = -0.0122 omega_m
ring for 1->3 search: N = 60
smallest 1->3 mismatch = 5.734e-04 omega_m
triple normal: k1, k2, k3 = 0.600, 0.400, 1.000 pi/a
  w1, w2, w3 = 0.80902, 0.58779, 1.00000 omega_m
  mismatch = 0.39680 omega_m
triple umklapp: k1, k2, k3 = 0.800, 0.600, -0.600 pi/a
  w1, w2, w3 = 0.95106, 0.80902, 0.80902 omega_m
  mismatch = 0.95106 omega_m
soft-end test: k = 0.60 pi/a, kT = 0.50 hbar omega_m
  broadening = 1e-06 omega_m
  integral at T = 0: 3.44e-05 (reduced)
  integral at T > 0: 1.0000 (reduced)
  energy-weighted, T > 0: 1.90e-05 (reduced)
2->2 scan: 14 pairs allowed, 86 forbidden
largest error of channel sum = -1: 1.4e-14
collision A (normal): cos(D'/2) = 0.41294
  k1, k2 = 0.2000, 0.3000 pi/a
  k3, k4 = -0.0210, 0.5210 pi/a
  w1, w2 = 0.30902, 0.45399 omega_m
  w3, w4 = 0.03297, 0.73004 omega_m
  energy in, out = 0.76301, 0.76301 hbar omega_m
  channel sum = -1.000000 (1/K)
collision B (umklapp): cos(D'/2) = 0.83048
  k1, k2 = -0.3000, -0.6000 pi/a
  k3, k4 = 0.9261, 0.1739 pi/a
  w1, w2 = 0.45399, 0.80902 omega_m
  w3, w4 = 0.99328, 0.26973 omega_m
  energy in, out = 1.26301, 1.26301 hbar omega_m
  channel sum = -1.000000 (1/K)
four-atom ring: lambda = 0.02, g3 = lambda or 0,
  g4 = lambda^2 or 0; level difference / lambda^2:
  quartic only: -0.12497, formula -0.12500
  cubic only: 0.12502, formula 0.12500
  Toda: -0.00004, formula 0.00000
```
